Unit Selectivity and Its Temperature Derivative for Arrhenius Nitride and Oxide Etching, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The crossing temperature and the slope

Two films, a nitride and an oxide, are etched in the same bath, and each loses thickness at a rate that follows its own Arrhenius law. Before any equation is solved, symmetry and dimensions fix how the temperature of equal rates can depend on the parameters. Write the two rates as

r_N = A_N exp[−E_N/(kT)]

r_O = A_O exp[−E_O/(kT)]

where T is the absolute temperature, k is the Boltzmann constant, E_N and E_O are activation energies, and A_N and A_O are positive prefactors in the same unit of thickness per time. The selectivity of nitride over oxide is the ratio S = r_N/r_O. Suppose that the rates are equal at one temperature T*, and ask what T* can depend on.

Multiplying both rates by the same function of temperature leaves their ratio alone. If that function is a constant, both prefactors change by one factor, so T* can depend on them through A_N/A_O alone. If it is exp[−ε/(kT)], both activation energies rise by ε, so T* can depend on them through E_N − E_O alone. Two combinations remain:

ΔE = E_N − E_O

L = ln(A_N/A_O)

The first is an energy and the second is a pure number. Since kT* is also an energy, it must be |ΔE| times a function of L, which may still differ between the two signs of ΔE.

A further symmetry fixes that function. Measure both rates against a common constant rate r_u and raise them to the same positive power λ, so that r_i becomes r_u(r_i/r_u)^λ. Equal rates stay equal and unequal rates stay unequal, so T* does not move. The transformation multiplies ΔE by λ and L by λ. A function that multiplies |ΔE| must therefore fall as 1/|L| to keep T* fixed. For each combination of signs that permits a crossing,

kT* = c |ΔE|/|L|

with c a positive pure number.

The same reasoning gives the form of the temperature derivative of ln S. A constant factor in either rate adds a constant to ln S and drops out on differentiation, so L cannot appear. The pure number T d(ln S)/dT can then depend on ΔE/(kT) alone. Raising the rates to the power λ multiplies ln S by λ, and exchanging the two films reverses its sign. The dependence must therefore be linear and odd:

T d(ln S)/dT = c′ ΔE/(kT)

Symmetry leaves two things open: the numbers c and c′, and the sign combinations for which a crossing exists. Both follow from the rate laws.

The assumptions behind those laws matter from here on. The parameters A_i and E_i do not depend on temperature over the range considered. Both films are at the same temperature, and bath composition, stirring and film quality are held fixed while the temperature is changed. The rates are instantaneous rates of thickness loss. Energies are given in electronvolts, temperatures in kelvin and rates in nanometres per minute, because atomic units would be unnatural for a bath.

Divide the first rate by the second. The prefactors form a ratio and the exponents subtract:

S = (A_N/A_O) exp[−(E_N − E_O)/(kT)]

Both factors are positive, so the logarithm may be taken:

ln S = L − ΔE/(kT)

Plotted against 1/T, ln S is a straight line with intercept L and slope −ΔE/k. The intercept is the value that the law would give at infinite temperature. It is a parameter of the extrapolated line, and no bath needs to reach that limit for L to be useful.

Unit selectivity means S = 1, hence ln S = 0. Setting the right side to zero gives

L = ΔE/(kT*)

Multiplication by T* and division by L, which is allowed if L is not zero, give

T* = ΔE/(kL) = (E_N − E_O)/[k ln(A_N/A_O)]

The number c is thus one. The formula is meaningful as a temperature if its right side is positive and finite, which requires ΔE and L to be nonzero and to have the same sign.

This condition can be read from the limits of ln S as well. Take ΔE > 0. As T rises from zero, −ΔE/(kT) rises steadily from minus infinity towards zero, so ln S rises from minus infinity towards L without reaching it. It passes through zero once if L > 0 and never if L ≤ 0. Now take ΔE < 0. Then ln S falls steadily from plus infinity towards L, and it passes through zero once if L < 0 and never if L ≥ 0. If ΔE = 0, ln S has the constant value L. In that case there is no crossing unless L is zero too, and then the two films etch at the same rate at every temperature.

Different Arrhenius parameters are therefore not enough to guarantee a temperature of unit selectivity. The film with the higher activation energy must also have the larger prefactor. It is then the slower film in the cold, where the barrier dominates, and the faster film in the heat, where the prefactor dominates. If one film has both the lower barrier and the larger prefactor, it is faster at every temperature. A scan from 50 K to 10⁶ K over positive, negative and zero values of the two parameters, leaving out the case where both vanish, tests this rule and finds a crossing just where it predicts one.

The derivative follows from the same straight line. The parameter L is constant, and the derivative of 1/T is −1/T². Hence

d(ln S)/dT = −(ΔE/k)(−1/T²) = ΔE/(kT²)

The two minus signs cancel: a positive ΔE means that heating favours the nitride. Multiplying by T gives the derivative with respect to the logarithm of the temperature, since d(ln T) = dT/T:

d(ln S)/d(ln T) = ΔE/(kT)

So c′ is also one. The slope of ln S with temperature does not contain the prefactors. Which film is faster at a given temperature depends on the prefactors and the barriers together, while the difference of the barriers alone decides which film gains on heating.

At the crossing the two results combine. There ΔE/(kT*) equals L, so

d(ln S)/d(ln T) = L at T = T*

d(ln S)/dT = L/T* at T = T*

A large |L| therefore makes the balance of the two rates delicate. Close to T*, the first-order expansion is

ln S ≈ L (T − T*)/T*

If |ln S| is to stay below a small tolerance η, the temperature must be held to

|T − T*| < η T*/|L| = η kT*²/|ΔE|

to leading order in η. Had selectivity been defined as oxide over nitride, ln S, ΔE and L would all change sign. T* would be the same, and the derivative would be reversed.

The prefactors can be avoided as input. To find them from measured rates, a line must be extrapolated to infinite temperature. Suppose instead that the selectivity S₀ is known at a reference temperature T₀. The line gives

ln S₀ = L − ΔE/(kT₀)

Subtracting this from the expression for ln S removes L:

ln S − ln S₀ = −ΔE/(kT) + ΔE/(kT₀) = (ΔE/k)(1/T₀ − 1/T)

At T = T* the left side is −ln S₀. Dividing by ΔE/k and moving 1/T* to the left gives

1/T* = 1/T₀ + k ln S₀/ΔE

The second term tells in which direction the crossing lies. If the nitride is the faster film at T₀ and also has the higher barrier, the term is positive, so 1/T* exceeds 1/T₀ and the crossing lies at a lower temperature. If the nitride is faster but has the lower barrier, the crossing, if there is one, lies at a higher temperature.

Choosing T* itself as the reference, where S₀ = 1, gives the most compact form of the law:

ln S = (ΔE/k)(1/T* − 1/T)

If a crossing exists, two parameters, T* and ΔE, thus carry everything that the four Arrhenius parameters say about selectivity. The other two fix the common speed of the process.

For a finite change of temperature from T to T + δ, the difference of the logarithms is

ln S(T+δ) − ln S(T) = (ΔE/k)[1/T − 1/(T+δ)]

The bracket has the common denominator T(T+δ) and the numerator T + δ − T = δ. Therefore

S(T+δ)/S(T) = exp[ΔE δ/(kT(T+δ))]

This holds for any δ with T + δ > 0, within the Arrhenius model. The derivative formula is its limit for small δ.

Consider a worked case with round model parameters, which are not data for a named bath. At 350 K the nitride etches at 2.00 nm/min and the oxide at 1.00 nm/min, with activation energies of 0.80 eV and 0.50 eV. Then ΔE = 0.30 eV and S₀ = 2. With k = 8.617 × 10⁻⁵ eV/K, the ratio ΔE/k is 3481 K. The prefactor ratio follows from the reference line:

L = ln 2 + 3481.4/350 = 0.693 + 9.947 = 10.640

Both ΔE and L are positive, so a crossing exists:

T* = 3481/10.640 = 327.2 K

This is about 54 °C. The reference form gives the same value without the prefactors:

1/T* = 1/350 + 0.693/3481 = 0.002857 + 0.000199 = 0.003056 K⁻¹

A root search on the two rates themselves also finds 327.2 K. Both films then etch at 0.315 nm/min. Cooling by about 23 K from the reference has thus removed the nitride's twofold advantage, at the price of a slower process: the oxide rate has fallen to about a third of its reference value, and the nitride rate to about a sixth.

The slope at the crossing is

L/T* = 10.640/327.2 = 0.0325 K⁻¹

so the selectivity changes by about 3.3 percent per kelvin there. To hold S within about 5 percent of one, the temperature must be held to about 0.05/0.0325 = 1.5 K. At 350 K the slope is smaller:

ΔE/(kT²) = 3481/350² = 0.0284 K⁻¹

A finite difference of the logarithm of the rate ratio gives the same value. The decrease from 0.0325 to 0.0284 K⁻¹ is the factor (327.2/350)² in the derivative formula.

A change of 5 K about the reference shows how far the slope can be trusted. The full expression gives S = 1.73 at 345 K and S = 2.30 at 355 K. The tangent to S at 350 K gives

S ≈ 2(1 ± 5 × 0.0284) = 2.284 and 1.716

Both tangent values are too low, by 0.7 percent of the full value at 355 K and by 0.9 percent at 345 K. The curvature explains this. Differentiating dS/dT = S ΔE/(kT²) once more, with the product rule, gives

d²S/dT² = S[ΔE/(kT²)]² − 2S ΔE/(kT³)

With u = ΔE/(kT) this becomes

d²S/dT² = (S/T²) u(u − 2)

Here u = 9.95, so the curvature is positive and the curve lies above its tangent on both sides. The second-order term is

½ × 25 × (2/350²) × 9.95 × 7.95 = 0.016

which is the size of both deviations, 0.0166 at 355 K and 0.0157 at 345 K.

Equal rates are not the same as equal depths. If the bath warms up during the process, each depth is the time integral of its rate. Because r_N = S r_O, the ratio of the depths is

∫ r_N dt / ∫ r_O dt = ∫ S r_O dt / ∫ r_O dt

This is an average of S weighted by the oxide rate. With a positive oxide activation energy, a hot minute counts for more than a cold one. Equal depths follow from a bath held at T*, but a bath whose mean temperature is T* need not give them.

For two single Arrhenius laws, we now have the temperature of equal rates, the condition for it to exist, and the slope of ln S with temperature. It remains to find the crossing from selectivities measured at two temperatures, to judge crossings far from the reference temperature, and to see what changes when a rate no longer follows a single Arrhenius law.

Numerical values quoted here were computed with a short program.
